# Why the Constrained-RPA U Differs between d-Only, dp and d-dp Models: verification in Python

```python
"""Constrained RPA on a square p-d lattice: why U depends on the model.

Result under test: with v the interaction inside the p+d space and W_r the
interaction screened by transitions between p-like and d-like bands,
  U(dp) = v_dd,  U(d-dp) = (W_r)_dd,  U(d-only) = n.W_r.n,
where n is the orbital density of the Wannier function of the d-like band.
U(dp)-U(d-dp) is the channel effect, U(d-dp)-U(d-only) the localization effect.
For weak hopping t, level distance gap, band filling f, D = v_dd - v_pd:
  localization = 8 t^2 D / gap^2
  channel      = 16 (1-f) t^2 (D^2 + v_pd^2) / gap^3
All energies are in eV. Filling is the occupation per spin of the d-like band.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import expit

V_DD, V_PP, V_PD = 8.0, 4.0, 1.5
KT = 0.1
GAP, HOP = 3.0, 1.0


def lattice(size, hop, gap):
    """Hamiltonian and interaction; orbital order: all d, all px, all py."""
    cells = size * size
    ham = np.diag(np.r_[np.full(cells, gap), np.zeros(2 * cells)])
    v = np.diag(np.r_[np.full(cells, V_DD), np.full(2 * cells, V_PP)])
    for x in range(size):
        for y in range(size):
            d = x * size + y
            left = ((x - 1) % size) * size + y
            down = x * size + (y - 1) % size
            for p, sign in ((cells + d, 1), (cells + left, -1),
                            (2 * cells + d, -1), (2 * cells + down, 1)):
                ham[d, p] = ham[p, d] = sign * hop
                v[d, p] = v[p, d] = V_PD
    return ham, v


def chemical_potential(energy, cells, gap, filling):
    if filling == 0:
        return gap / 2
    if filling == 1:
        return energy[-1] + 2.0
    band = energy[2 * cells:]
    return brentq(lambda mu: expit((mu - band) / KT).sum() - filling * cells,
                  band[0] - 1.0, band[-1] + 1.0, xtol=1e-13)


def pair_response(energy, orbitals, occ, set_a, set_b):
    """Static density response from ordered pairs (a, b), both spins."""
    de = energy[set_a][:, None] - energy[set_b][None, :]
    df = occ[set_a][:, None] - occ[set_b][None, :]
    same = np.abs(de) < 1e-6
    slope = (occ * (1 - occ) / KT)[set_a][:, None]
    weight = np.where(same, slope, -df / np.where(same, 1.0, de))
    pairs = orbitals[:, set_a][:, :, None] * orbitals[:, set_b][:, None, :]
    pairs = pairs.reshape(len(energy), -1)
    return -2 * (pairs * weight.ravel()) @ pairs.T


def screen(interaction, response):
    return np.linalg.solve(np.eye(len(response)) - interaction @ response,
                           interaction)


def study(size, hop, gap, filling):
    cells = size * size
    ham, v = lattice(size, hop, gap)
    energy, orbitals = eigh(ham)
    mu = chemical_potential(energy, cells, gap, filling)
    occ = expit((mu - energy) / KT)
    p_like, d_like = slice(0, 2 * cells), slice(2 * cells, 3 * cells)
    # Both orders of each p-like/d-like pair contribute equally.
    p_rest = 2 * pair_response(energy, orbitals, occ, d_like, p_like)
    p_target = pair_response(energy, orbitals, occ, d_like, d_like)
    w_r = screen(v, p_rest)
    # Project the d orbitals on the d-like band and orthonormalize them.
    band = orbitals[:, d_like]
    projected = band @ band[:cells].T
    s_val, s_vec = eigh(projected[:cells])
    wannier = projected @ (s_vec / np.sqrt(s_val)) @ s_vec.T
    assert np.allclose(wannier.T @ wannier, np.eye(cells), atol=1e-10)
    n = wannier[:, 0] ** 2
    r = dict(v=v, w_r=w_r, p_rest=p_rest, p_target=p_target, n=n, mu=mu,
             energy=energy, cells=cells, u_dp=v[0, 0], u_ddp=w_r[0, 0],
             u_d=n @ w_r @ n, v_ext=n @ v @ n)
    r["channel"] = r["u_dp"] - r["u_ddp"]
    r["local"] = r["u_ddp"] - r["u_d"]
    return r


def hartree_test_charge(size, hop, gap, mu):
    """Self-consistent potential on a d site per unit test charge there."""
    ham, v = lattice(size, hop, gap)

    def density(potential):
        e, c = eigh(ham + np.diag(potential))
        return 2 * (c ** 2) @ expit((mu - e) / KT)

    start = density(np.zeros(len(ham)))
    answer = []
    charge = 1e-4
    for q in (charge, -charge):
        external = q * v[:, 0]
        potential = np.zeros(len(ham))
        for _ in range(700):
            new = external + v @ (density(potential) - start)
            change = new - potential
            potential = potential + 0.04 * change
        assert np.max(np.abs(change)) < 1e-9
        answer.append(potential[0])
    return (answer[0] - answer[1]) / (2 * charge)


# Screening formula against a real, self-consistent response calculation.
hartree = {}
for filling in (0, 0.5):
    small = study(4, HOP, GAP, filling)
    w_small = screen(small["v"], small["p_rest"] + small["p_target"])[0, 0]
    direct = hartree_test_charge(4, HOP, GAP, small["mu"])
    assert abs(direct - w_small) < 1e-3
    if filling == 0:  # no carriers: the response is purely p-d
        assert abs(direct - small["u_ddp"]) < 1e-3
    hartree[filling] = (direct, w_small)

# Worked example.
SIZE = 10
main = study(SIZE, HOP, GAP, 0.5)
v, w_r, n, cells = main["v"], main["w_r"], main["n"], main["cells"]
p_all = main["p_rest"] + main["p_target"]
w_full = screen(v, p_all)
assert np.allclose(w_full, screen(w_r, main["p_target"]), atol=1e-8)
w_twice = screen(w_r, p_all)[0, 0]
assert w_twice < w_full[0, 0]

# Matrix orderings behind the inequality for the channel effect.
v_min = np.linalg.eigvalsh(v)[0]
assert v_min > 0
assert np.linalg.eigvalsh(main["p_rest"])[-1] < 1e-9
assert np.linalg.eigvalsh((v - w_r + (v - w_r).T) / 2)[0] > -1e-9
w_pp = w_r[cells, cells]
assert w_pp < main["u_ddp"]
assert main["u_d"] < main["u_ddp"] < main["u_dp"]

# Wannier weights and band edges against the k-space formulas.
k = 2 * np.pi * np.arange(SIZE) / SIZE
s2 = np.sin(k / 2)[:, None] ** 2 + np.sin(k / 2)[None, :] ** 2
cos2 = 0.5 * (1 + GAP / np.sqrt(GAP ** 2 + 16 * HOP ** 2 * s2))
assert abs(n[:cells].sum() - cos2.mean()) < 1e-10
assert abs(n[0] - np.sqrt(cos2).mean() ** 2) < 1e-10
e_band = GAP / 2 + np.sqrt(GAP ** 2 / 4 + 4 * HOP ** 2 * s2)
assert np.allclose(np.sort(e_band.ravel()), main["energy"][2 * cells:])

# A compact charge gains bare repulsion but is also screened more strongly.
bare_gain = main["u_dp"] - main["v_ext"]
channel_ext = main["v_ext"] - main["u_d"]
assert bare_gain > main["local"] > 0
assert main["channel"] > channel_ext > 0

# Dependence on lattice size, hopping and filling.
size8 = study(8, HOP, GAP, 0.5)
for key in ("u_ddp", "u_d"):
    assert abs(size8[key] - main[key]) < 0.05
hop_scan = [(t, study(8, t, GAP, 0.5)) for t in (0.25, 0.5, 1.0, 1.5)]
fill_scan = [(f, study(8, HOP, GAP, f)) for f in (0, 0.5, 1)]
for _, r in hop_scan + fill_scan:
    assert r["u_d"] <= np.max(np.diag(r["w_r"])) + 1e-10
assert abs(fill_scan[-1][1]["channel"]) < 1e-5
assert fill_scan[-1][1]["local"] > 0.1

# Weak-hopping laws against the full calculation.
T_WEAK = 0.02
D = V_DD - V_PD
weak = []
for f in (0, 0.5):
    r = study(4, T_WEAK, GAP, f)
    law_local = 8 * T_WEAK ** 2 * D / GAP ** 2
    law_channel = 16 * (1 - f) * T_WEAK ** 2 * (D ** 2 + V_PD ** 2) / GAP ** 3
    assert abs(r["local"] / law_local - 1) < 0.01
    assert abs(r["channel"] / law_channel - 1) < 0.01
    weak.append((f, r["local"], law_local, r["channel"], law_channel))

print(f"Level distance {GAP:.1f} eV, hopping {HOP:.1f} eV, kT {KT:.1f} eV")
print(f"v_dd {V_DD:.1f} eV, v_pp {V_PP:.1f} eV, v_pd {V_PD:.1f} eV")
print(f"Cells {SIZE} x {SIZE}, filling per spin 0.5")
print(f"Smallest eigenvalue of v: {v_min:.3f} eV")
print(f"d-like band from {e_band.min():.3f} to {e_band.max():.3f} eV")
print(f"Chemical potential: {main['mu']:.3f} eV")
print(f"Wannier weight on central d: {n[0]:.4f}")
print(f"Wannier weight on all d: {n[:cells].sum():.4f}")
print(f"Wannier weight on all p: {n[cells:].sum():.4f}")
print(f"U(dp): {main['u_dp']:.3f} eV")
print(f"U(d-dp): {main['u_ddp']:.3f} eV")
print(f"U(d-only): {main['u_d']:.3f} eV")
print(f"On-site W_r of p orbital: {w_pp:.3f} eV")
print(f"Total difference dp minus d-only: {main['u_dp']-main['u_d']:.3f} eV")
print(f"Route 1, channel, compact orbital: {main['channel']:.3f} eV")
print(f"Route 1, localization with W_r: {main['local']:.3f} eV")
print(f"n.v.n of extended orbital: {main['v_ext']:.3f} eV")
print(f"Route 2, localization with v: {bare_gain:.3f} eV")
print(f"Route 2, channel, extended orbital: {channel_ext:.3f} eV")
print(f"Localization gain lost to screening: {bare_gain-main['local']:.3f} eV")
print(f"Fully screened W on d orbital: {w_full[0, 0]:.3f} eV")
print(f"W with p-d screening counted twice: {w_twice:.3f} eV")
print(f"8 x 8 cells: U(d-dp) {size8['u_ddp']:.3f} eV, "
      f"U(d-only) {size8['u_d']:.3f} eV")
print("Test charge on 4 x 4 cells, W on d orbital:")
for f, (direct, formula) in hartree.items():
    print(f" filling {f}: Hartree {direct:.4f} eV, RPA {formula:.4f} eV")
print("Hopping scan, 8 x 8 cells, filling 0.5 (energies in eV):")
print(" t, p weight, U(d-dp), U(d-only), channel, localization")
for t, r in hop_scan:
    print(f" {t:.2f}, {r['n'][r['cells']:].sum():.4f}, {r['u_ddp']:.3f}, "
          f"{r['u_d']:.3f}, {r['channel']:.3f}, {r['local']:.3f}")
print("Filling scan, 8 x 8 cells, t = 1 eV (energies in eV):")
print(" filling, U(d-dp), U(d-only), channel, localization")
for f, r in fill_scan:
    print(f" {f}, {r['u_ddp']:.3f}, {r['u_d']:.3f}, "
          f"{abs(r['channel']):.3f}, {r['local']:.3f}")
print(f"Weak hopping t = {T_WEAK} eV, 4 x 4 cells (energies in meV):")
print(" filling, localization, its law, channel, its law, channel/local.")
for f, a, b, c, d in weak:
    print(f" {f}, {1e3*a:.3f}, {1e3*b:.3f}, {1e3*c:.3f}, {1e3*d:.3f}, "
          f"{c/a:.3f}")
print("OK")
```

Output:

```
Level distance 3.0 eV, hopping 1.0 eV, kT 0.1 eV
v_dd 8.0 eV, v_pp 4.0 eV, v_pd 1.5 eV
Cells 10 x 10, filling per spin 0.5
Smallest eigenvalue of v: 1.310 eV
d-like band from 3.000 to 4.702 eV
Chemical potential: 3.996 eV
Wannier weight on central d: 0.8130
Wannier weight on all d: 0.8141
Wannier weight on all p: 0.1859
U(dp): 8.000 eV
U(d-dp): 6.361 eV
U(d-only): 4.645 eV
On-site W_r of p orbital: 3.531 eV
Total difference dp minus d-only: 3.355 eV
Route 1, channel, compact orbital: 1.639 eV
Route 1, localization with W_r: 1.716 eV
n.v.n of extended orbital: 5.770 eV
Route 2, localization with v: 2.230 eV
Route 2, channel, extended orbital: 1.125 eV
Localization gain lost to screening: 0.514 eV
Fully screened W on d orbital: 0.632 eV
W with p-d screening counted twice: 0.613 eV
8 x 8 cells: U(d-dp) 6.360 eV, U(d-only) 4.645 eV
Test charge on 4 x 4 cells, W on d orbital:
 filling 0: Hartree 4.7553 eV, RPA 4.7553 eV
 filling 0.5: Hartree 0.6162 eV, RPA 0.6162 eV
Hopping scan, 8 x 8 cells, filling 0.5 (energies in eV):
 t, p weight, U(d-dp), U(d-only), channel, localization
 0.25, 0.0252, 7.394, 7.097, 0.606, 0.297
 0.50, 0.0801, 6.712, 5.887, 1.288, 0.825
 1.00, 0.1859, 6.360, 4.645, 1.640, 1.716
 1.50, 0.2571, 6.431, 4.105, 1.569, 2.326
Filling scan, 8 x 8 cells, t = 1 eV (energies in eV):
 filling, U(d-dp), U(d-only), channel, localization
 0, 4.748, 3.496, 3.252, 1.253
 0.5, 6.360, 4.645, 1.640, 1.716
 1, 8.000, 5.770, 0.000, 2.230
Weak hopping t = 0.02 eV, 4 x 4 cells (energies in meV):
 filling, localization, its law, channel, its law, channel/local.
 0, 2.306, 2.311, 10.520, 10.548, 4.562
 0.5, 2.308, 2.311, 5.262, 5.274, 2.280
OK
```
